# Debye Length of Doubly Charged Vacancies and Its Limits

**Problem.** An oxide film at 600 K contains mobile vacancies of charge \(+2e\) at a mean density of \(10^{20}\ \mathrm{cm^{-3}}\). Its relative permittivity is 25. A fixed, uniform negative background makes the film neutral. The vacancies are in equilibrium.

(a) What is the Debye length \(\lambda\)?

(b) An electrode holds the film's surface at \(+100\) mV or at \(-100\) mV relative to the neutral interior. What is the surface field in mean-field theory?

(c) Is \(\lambda\) the radius within which the charge of a single vacancy is screened?

## A tempting solution

For singly charged ions of density \(n\), the Debye length obeys \(\lambda^2=\varepsilon kT/(e\cdot en)\), where \(en\) is the density of mobile charge. Here each vacancy carries \(2e\), so the mobile charge density is \(2en\), and one writes

\[
\lambda^2=\frac{\varepsilon kT}{e\,(2en)} .
\]

With \(\varepsilon=25\,\varepsilon_0\), \(\varepsilon_0/e=0.05526\ \mathrm{V^{-1}\,nm^{-1}}\), \(kT/e=0.05170\) V and \(n=0.1\ \mathrm{nm^{-3}}\),

\[
\lambda^2=\frac{25\times0.05526\times0.05170}{2\times0.1}\ \mathrm{nm^2}=0.357\ \mathrm{nm^2},\qquad \lambda=0.598\ \mathrm{nm}.
\]

The surface field is then \(100\ \mathrm{mV}/0.598\ \mathrm{nm}=1.67\) MV/cm for either sign of the electrode, and each vacancy is hidden from its neighbours beyond about 0.6 nm.

## Where it fails

The vacancy charge enters twice. It fixes how much charge a given change of density carries, and it also fixes how strongly a potential changes that density, because the energy of a vacancy is \(2e\phi\), not \(e\phi\). The tempting solution counts the first factor of two and omits the second. Its formula describes a different film, with singly charged ions at density \(2n\): the same mobile charge, but a weaker response.

There are two further faults. The field estimate uses a linear law at a potential well above the thermal scale. The last sentence treats a length from a continuum theory as the size of a cloud around one particle, without asking whether there are enough particles to form that cloud.

## (a) The Debye length

Let \(z=2\), and let \(\phi=0\) in the neutral interior. In mean-field theory each vacancy feels the average potential \(\phi(x)\). For dilute vacancies the electrochemical potential is \(kT\ln n(x)+ze\phi(x)\) plus a constant. In equilibrium it is uniform, and the density is \(n\) where \(\phi=0\), so

\[
n(x)=n\,e^{-ze\phi(x)/kT}.
\]

The background has charge density \(-zen\) everywhere and does not respond. The total charge density is \(\rho=zen\,(e^{-ze\phi/kT}-1)\), and Poisson's equation \(\phi''=-\rho/\varepsilon\) becomes

\[
\phi''=\frac{zen}{\varepsilon}\left(1-e^{-ze\phi/kT}\right).
\]

For \(|ze\phi|\ll kT\) the bracket is \(ze\phi/kT\) to first order. Hence

\[
\phi''=\frac{z^2e^2n}{\varepsilon kT}\,\phi=\frac{\phi}{\lambda^2},
\qquad
\lambda=\sqrt{\frac{\varepsilon kT}{z^2e^2n}} .
\]

One factor \(z\) comes from \(\rho\) and the other from the Boltzmann exponent. The background supplies neutrality but no term proportional to \(\phi\). The solution that vanishes in the interior is \(\phi=\phi_0e^{-x/\lambda}\).

For the numbers it is convenient to group one factor \(ze\) with \(kT\), where \(kT/(ze)=25.85\) mV:

\[
\lambda^2=\frac{\varepsilon}{zen}\,\frac{kT}{ze}
=\frac{25\times0.05526\times0.02585}{2\times0.1}\ \mathrm{nm^2}=0.1786\ \mathrm{nm^2}.
\]

\[
\boxed{\lambda=0.42\ \mathrm{nm}\ \ (8.0\ \text{bohr})}
\]

The tempting value is larger by \(\sqrt2\). As a test, the full nonlinear equation was solved numerically with a surface potential of 0.1 mV and \(\phi=0\) at a depth of 6 nm. The potential decays with a length of 0.4226 nm, equal to the formula's value to the digits shown.

**If the negative charge can move.** Suppose the background is replaced by mobile electrons of mean density \(zn\), treated as a classical gas. Their charge density is \(-ezn\,e^{e\phi/kT}\approx-ezn(1+e\phi/kT)\). The linear part of the total charge density is now

\[
\rho\approx-\frac{e^2n}{kT}\,(z^2+z)\,\phi ,
\]

so \(z^2=4\) is replaced by \(z^2+z=6\), and \(\lambda\) falls to 0.345 nm. The words "fixed background" in the problem therefore matter.

The classical treatment overstates the electrons' share. Their density would be \(2\times10^{20}\ \mathrm{cm^{-3}}\), whereas the effective band density of states for the free-electron mass at 600 K is \(7.1\times10^{19}\ \mathrm{cm^{-3}}\), so the gas is degenerate. For an ideal Fermi gas with chemical potential \(\mu\), a state of occupation \(f\) responds as \(\partial f/\partial\mu=f(1-f)/kT\), which is less than the classical \(f/kT\). Within this linear mean-field model, ideal mobile electrons thus give a value between 0.345 and 0.423 nm.

## (b) The surface field

At 100 mV the reduced potential is \(100/25.85=3.87\), so the exponential must be kept. Let \(u=ze\phi/kT\). Multiplying Poisson's equation by \(ze/kT\) gives

\[
u''=\frac{1-e^{-u}}{\lambda^2}.
\]

Multiply by \(u'\). The left side is the derivative of \(u'^2/2\), and the right side is the derivative of \((u+e^{-u})/\lambda^2\). Integrate from the interior, where \(u=u'=0\), to the surface, where \(u=y=ze\phi_0/kT\):

\[
\frac{u'^2}{2}=\frac{e^{-y}+y-1}{\lambda^2}.
\]

Since \(|E|=|\phi'|=(kT/ze)\,|u'|\),

\[
|E|=\frac{kT}{ze\lambda}\sqrt{2\,(e^{-y}+y-1)} .
\]

The prefactor is \(25.85\ \mathrm{mV}/0.4226\ \mathrm{nm}=61.2\) mV/nm, or 0.612 MV/cm.

- **Electrode at \(+100\) mV.** Vacancies are repelled, and \(y=3.87\). The bracket is \(0.02+3.87-1=2.89\), so \(|E|=0.612\sqrt{5.78}=1.47\) MV/cm.
- **Electrode at \(-100\) mV.** Vacancies are attracted, and \(y=-3.87\). The bracket is \(47.9-3.87-1=43.0\), so \(|E|=0.612\sqrt{86.0}=5.67\) MV/cm.

The linear law \(|\phi_0|/\lambda\) gives 2.37 MV/cm for both. It is too high for depletion and too low for accumulation. The reason is visible in \(\rho\): depletion can expose at most the background charge \(-zen\), while accumulation can raise the vacancy density far above \(n\). Numerical solutions of the boundary-value problem at both potentials reproduce the two nonlinear fields to within 0.1%.

The small-potential limit shows when the linear law is enough. Expanding \(e^{-y}+y-1=y^2/2-y^3/6+\dots\) gives

\[
|E|=\frac{|\phi_0|}{\lambda}\sqrt{1-\frac y3+\dots}
\approx\frac{|\phi_0|}{\lambda}\left(1-\frac y6\right).
\]

An error of 1% relative to the linear field is reached at \(|y|\approx0.06\), which is a surface potential of about 1.6 mV.

In the opposite limit of strong depletion, \(e^{-y}\) is negligible and \(|E|\) grows only as \(\sqrt{2(y-1)}\). In strong accumulation it grows as \(\sqrt2\,e^{|y|/2}\). That growth cannot continue, because vacancies occupy a finite number of sites. At \(-100\) mV the Boltzmann density at the surface is \(4.8\times10^{21}\ \mathrm{cm^{-3}}\), already about 9% of the sites if these form a cubic lattice of spacing 0.269 nm. Allowing at most one vacancy per site, with bulk occupied fraction \(f=0.00195\), replaces \(e^{-y}-1\) in the bracket by \(\ln[1+f(e^{-y}-1)]/f\). This lowers the accumulation field from 5.67 to 5.54 MV/cm and leaves the depletion field at 1.47 MV/cm.

## (c) The charge around one vacancy

Place a vacancy at \(r=0\) and apply the linear theory to the others. For a spherical potential, \(\nabla^2\phi=\phi/\lambda^2\) reads \((r\phi)''=r\phi/\lambda^2\), so the decaying solution is \(\phi=Ae^{-r/\lambda}/r\). Close to the vacancy the potential must approach that of a bare charge \(ze\), which gives \(A=ze/(4\pi\varepsilon)\). The linearized density of the other vacancies is

\[
n(r)=n\left(1-\frac{ze\phi}{kT}\right)=n\left(1-\frac{l}{r}\,e^{-r/\lambda}\right),
\qquad
l=\frac{z^2e^2}{4\pi\varepsilon kT}=4.46\ \mathrm{nm}.
\]

The length \(l\) is the distance at which two vacancies repel with energy \(kT\). The expression for \(n(r)\) is negative for \(r<0.752\) nm. Linear theory thus predicts an impossible density over a sphere of radius nearly \(1.8\lambda\), the region where it places about half (53%) of its screening.

To see what this does to the screening charge, let \(F(r)\) be the total charge inside radius \(r\), divided by \(ze\). The missing vacancies leave the background exposed. Using \(4\pi nl=1/\lambda^2\),

\[
F(r)=1-\int_0^r4\pi s^2\,n\,\frac ls\,e^{-s/\lambda}\,ds
=1-\frac1{\lambda^2}\int_0^r s\,e^{-s/\lambda}\,ds
=\left(1+\frac r\lambda\right)e^{-r/\lambda}.
\]

The last step uses integration by parts: \(\int_0^r s\,e^{-s/\lambda}ds=\lambda^2-\lambda(r+\lambda)e^{-r/\lambda}\). Half the charge is compensated when \(F=1/2\), at \(r=1.68\lambda=0.709\) nm.

This can be compared with a bound that needs no linearization and no mean field. The true average density around a vacancy cannot be negative, so the compensating charge density cannot be stronger than the bare background, \(-zen\). Therefore

\[
F(r)\ge1-\frac{4\pi}{3}\,n r^3=1-\left(\frac ra\right)^3,
\qquad
a=\left(\frac{3}{4\pi n}\right)^{1/3}=1.34\ \mathrm{nm}.
\]

Full compensation needs a radius of at least \(a\), and half compensation at least \(a/2^{1/3}=1.06\) nm. The linear value of 0.709 nm violates the bound. The answer to (c) is no: within 0.42 nm of a vacancy there is not enough background charge to screen it.

A Monte Carlo simulation shows where the half-compensation radius lies. It used 64 vacancies on a cubic site lattice of spacing 0.269 nm, in a periodic box of edge 8.62 nm, with Coulomb forces and a uniform background. The result is 1.13 nm, and the two halves of the run gave 1.134 and 1.126 nm. This is about 60% above the linear value and slightly above the bound. The comparison does not separate the effect of linearization from that of correlations between vacancies.

The controlling parameter is the repulsion energy at distance \(a\), in units of \(kT\):

\[
\Gamma=\frac la=3.33 .
\]

Inserting \(n=3/(4\pi a^3)\) in \(\lambda^2=1/(4\pi nl)\) gives \(\lambda^2=a^3/(3l)\), or \(\lambda/a=(3\Gamma)^{-1/2}\). The mean number of vacancies in a sphere of radius \(\lambda\) is

\[
\left(\frac\lambda a\right)^3=(3\Gamma)^{-3/2}=0.032 .
\]

Mean-field theory is justified when this number is large, that is, when \(\Gamma\ll1\); here it is far below one. When the interaction in the simulation was reduced to \(\Gamma=0.2\), the uncompensated fraction at a radius close to the new Debye length was 0.73, in agreement with the formula for \(F\) within the accuracy of the test: the sampling noise is about 0.01, and nonlinear terms add about 0.02. The second digit is not converged: with 216 vacancies on a lattice twice as fine, the fraction at \(r=\lambda\) is 0.752 against the linear \(2/e=0.736\), so the closer match in the small box is partly chance. At this radius the linear picture therefore already holds to that accuracy, although a sphere of radius \(\lambda\) then contains only about two vacancies on average. Since \(\Gamma\propto n^{1/3}\) at fixed temperature and permittivity, \(\Gamma=0.2\) corresponds to a density near \(2\times10^{16}\ \mathrm{cm^{-3}}\), about 4600 times lower than here.

The same warning applies to (a) and (b). Both are correct results of mean-field theory, but at \(\Gamma=3.33\) that theory is outside its regime. The simulation treated the surroundings of a vacancy, not the layer at an electrode, so it does not say how far the planar profile changes.

## Beside a real film

The parameters are round values for a hot, oxygen-deficient region of a resistive memory film resembling hafnium oxide. A permittivity of 20 to 25 and a thickness of 5 to 10 nm are rough typical figures. In so thin a film the neutral interior assumed in (b) is not guaranteed. By Gauss's law the layer at \(-100\) mV holds \(\varepsilon|E|/(ze)=0.39\) extra vacancies per \(\mathrm{nm^2}\), as many as 3.9 nm of film contains. If none enter from outside, they must come from the rest of the film, and a 5 nm film then has almost no neutral interior left. The vacancy density varies widely, and a conducting filament may hold much more than assumed here. The uniform fixed background is a strong idealization, since the negative charge may be mobile or sit in discrete traps. Mobile electrons could lower the mean-field length to no less than 0.345 nm within the ideal-gas estimate above; discrete traps were not treated. The accumulation field of 5.67 MV/cm is of the order at which such oxides may leak strongly or break down, so a static equilibrium there is doubtful.

Other corrections to \(\lambda\) differ greatly in size. Allowing at most one vacancy per site replaces the response \(n\) by \(n(1-f)\), where \(f=0.002\) is the occupied fraction, and changes \(\lambda\) by only 0.1%. The permittivity is less certain: 0.42 nm is about 1.6 site spacings, where a macroscopic value is questionable, and a 10% change in it moves \(\lambda\) by about 5%. Cooling to 300 K at unchanged density and permittivity gives \(\lambda=0.299\) nm and \(\Gamma=6.67\), so the formula predicts tighter screening just where it is less trustworthy. That value also presumes that the vacancies still have time to rearrange; if they are frozen in place, they do not screen a new field by moving at all. The computed values are collected in the numerical output below.

## Computed values

```
vacancy charge number z = 2
vacancy density = 1.0e+20 cm^-3
relative permittivity = 25
temperature = 600 K
kT/e = 51.70 mV
kT/(ze) = 25.85 mV
Debye length, formula = 0.4226 nm
Debye length, numerical decay = 0.4226 nm
Debye length = 7.986 bohr
wrong value with z for z^2 = 0.598 nm
wrong value with 1 for z^2 = 0.845 nm
wall potential magnitude = 100 mV
reduced wall potential = 3.87
linear surface field = 2.37 MV/cm
depletion field, +wall = 1.47 MV/cm
accumulation field, -wall = 5.67 MV/cm
accumulated density at -wall = 4.79e+21 cm^-3
mean spacing n^(-1/3) = 2.154 nm
sphere radius a = 1.337 nm
coupling length l = 4.456 nm
coupling Gamma = 3.33
vacancies per Debye sphere = 0.0316
linear density negative inside r = 0.752 nm
half compensation, linear theory = 0.709 nm
half compensation, lower bound = 1.061 nm
half compensation, simulation = 1.13 nm
same, two halves of run = 1.134, 1.126 nm
simulation: 64 vacancies, box edge = 8.62 nm
simulation site spacing = 0.269 nm
weak-coupling test Gamma = 0.2
weak test: charge fraction simulated = 0.732
weak test: charge fraction Debye = 0.731
Debye length with mobile electrons = 0.345 nm
same, numerical decay = 0.345 nm
compensating electron density = 2.0e+20 cm^-3
band density of states, free mass = 7.10e+19 cm^-3
occupied site fraction = 0.00195
Debye length with site limit = 0.4230 nm
Debye length at 300 K = 0.299 nm
coupling Gamma at 300 K = 6.67
```
